# Why Contracted Basis Sets Overestimate Delta-SCF 1s Binding Energies

## A penalty that does not grow with nuclear charge

Take an atom of nuclear charge $Z$ with two 1s electrons, and use atomic units. In a mean-field description each 1s electron moves in the field of the nucleus and of its partner,

$$h=-\tfrac12\nabla^2-\frac{Z}{r}+v(r).$$

The natural length is $1/Z$, so put $s=Zr$. The kinetic and nuclear terms both acquire a factor $Z^2$. The partner is one unit of charge spread over a region of size $1/Z$, so its potential has the form $v(r)=Z\,w(s)$, where $w$ is independent of $Z$ to leading order. Hence

$$h=Z^2\left[h_0+\frac1Z\,w(s)\right],\qquad h_0=-\tfrac12\nabla_s^2-\frac1s .$$

The partner is a perturbation of relative size $1/Z$. It changes the hydrogenic orbital $\phi_0$ to $\phi_0+\chi/Z$, with $\chi$ orthogonal to $\phi_0$.

Now remove the partner. The best orbital for the electron left behind is $\phi_0$, with energy $-Z^2/2$. If the electron must keep its old orbital, its energy is too high by

$$Z^2\,\frac{1}{Z^2}\,\langle\chi|h_0+\tfrac12|\chi\rangle .$$

There is no term linear in $\chi$, because $(h_0+\tfrac12)\phi_0=0$. The powers of $Z$ cancel. To leading order in $1/Z$, the penalty for keeping the orbital of the neutral atom is a pure number times one hartree.

This penalty matters for computed core-level binding energies. The Delta-SCF binding energy is

$$B=E(\text{1s hole})-E(\text{ground}),$$

where both states are converged separately in the same basis. A contracted basis function is a sum of Gaussian primitives with fixed coefficients. In a valence basis set, the 1s shell is represented essentially by one such function, shaped for the neutral atom, and the additional freedom is given to the valence region. Such a basis suits the ground state and largely forces the hole state to keep its old 1s orbital. The hole energy comes out too high, and so does $B$.

"Too high" here means relative to the Hartree–Fock result in a complete basis. Comparison with experiment would also involve correlation, relativity and vibration, all of which are left out below.

## The number, from one exponent

A model with one adjustable exponent gives an estimate of the size of the penalty. Let both electrons occupy

$$\phi_\zeta(r)=\sqrt{\frac{\zeta^3}{\pi}}\;e^{-\zeta r}.$$

Since $|\nabla\phi_\zeta|=\zeta\phi_\zeta$, the kinetic energy per electron is $\tfrac12\int|\nabla\phi_\zeta|^2\,d^3r=\zeta^2/2$. The nuclear attraction needs

$$\left\langle\frac1r\right\rangle=4\zeta^3\int_0^\infty r\,e^{-2\zeta r}\,dr=4\zeta^3\,\frac{1}{4\zeta^2}=\zeta .$$

For the repulsion, the potential of one electron cloud is

$$V(r)=\frac1r\left[1-(1+\zeta r)e^{-2\zeta r}\right].$$

To verify this, differentiate $rV$ twice. The result is $-4\zeta^3re^{-2\zeta r}$, which equals $-4\pi r\phi_\zeta^2$, as Poisson's equation requires. Also, $rV$ vanishes at the origin and tends to 1 far away, as it must for one unit of charge. Averaging $V$ over the other electron gives

$$J=4\zeta^3\left[\int_0^\infty re^{-2\zeta r}dr-\int_0^\infty re^{-4\zeta r}dr-\zeta\int_0^\infty r^2e^{-4\zeta r}dr\right].$$

The three terms in the bracket are $1/(4\zeta^2)$, $1/(16\zeta^2)$ and $\zeta\cdot 2/(64\zeta^3)=1/(32\zeta^2)$. Therefore

$$J=\zeta\left(1-\tfrac14-\tfrac18\right)=\tfrac58\,\zeta .$$

The energy of two electrons is twice the one-electron energy plus $J$:

$$E_2(\zeta)=\zeta^2-2Z\zeta+\tfrac58\zeta .$$

Setting $dE_2/d\zeta=2\zeta-2Z+\tfrac58=0$ gives the exponent of the neutral shell,

$$\zeta_0=Z-\tfrac5{16}.$$

After ionization there is one electron and no repulsion. Completing the square,

$$E_1(\zeta)=\tfrac12\zeta^2-Z\zeta=-\tfrac12Z^2+\tfrac12(\zeta-Z)^2 .$$

The optimum is now $\zeta=Z$, a tighter orbital. A basis that offers only $\phi_{\zeta_0}$ raises the energy by

$$E_1(\zeta_0)-E_1(Z)=\tfrac12\left(\tfrac5{16}\right)^2=\frac{25}{512}\ \text{hartree}=1.33\ \text{eV}.$$

Within this model the cost is independent of $Z$ without any expansion. Measured against a calculation in which the exponent is free in both states, the ground state pays nothing, because $\phi_{\zeta_0}$ is its optimum within this family. There is then no cancellation, and the whole 1.33 eV appears as an overestimate of $B$. This corresponds to a contraction shaped for the neutral shell; the single exponential itself is only an approximation to the Hartree–Fock orbital. With the Hartree–Fock orbital of the two-electron ion the penalty is again nearly independent of $Z$ but somewhat larger, about 1.5 eV, so 1.33 eV is an estimate on the low side. Radial quadrature confirms both the exponent and the cost for $Z=4$ and $Z=9$.

## What the contracted basis leaves out

The same model shows which part of the binding energy is damaged. In a Hartree–Fock determinant with spin orbitals $j$, the energy is

$$E=\sum_j h_{jj}+\tfrac12\sum_{jk}(J_{jk}-K_{jk}).$$

Remove spin orbital $i$ and leave the others unchanged. The one-electron sum loses $h_{ii}$. The double sum loses every pair containing $i$; each pair occurs twice, which cancels the factor $\tfrac12$. The energy change is therefore

$$-\left[h_{ii}+\sum_j(J_{ij}-K_{ij})\right]=-\varepsilon_i ,$$

where $\varepsilon_i$ is the orbital energy. The remaining electrons then relax and recover an energy $R$, so that

$$B=-\varepsilon_{1s}-R .$$

The first term is a ground-state property. The second requires orbitals that the ground state does not use. In the one-function model no relaxation is possible, so $R=0$ and $B$ stays at its frozen-orbital value. A contracted basis in a real calculation is a milder case: it permits some relaxation, but too little.

## The contraction itself is at fault

Real contracted functions are not single exponentials. The ion Be$^{3+}$ gives a simple test of one, because it has a single electron and its exact nonrelativistic energy is $-Z^2/2=-8$ hartree. With the 1s contraction of the beryllium cc-pVDZ basis alone, the energy lies 1.61 eV above this value. That is somewhat more than the model's 1.33 eV, but of the same size. Admitting the other contracted functions of the set reduces the excess only to 1.30 eV. The ion also lacks the outer electrons that helped to shape the neutral-atom contraction, so it does not isolate the two-electron penalty. For the one-electron ions from lithium to fluorine, the excess with the cc-pVDZ 1s contraction alone grows from 1.57 to 2.32 eV. With the full contracted set it stays between 1.27 and 1.39 eV.

When the same primitives are given free coefficients, the excess falls to 0.01 eV. The primitives were therefore adequate for the tighter orbital. The deficiency lay in their fixed proportions, and this is why uncontraction is a remedy.

## Why functions of the next element help

The second remedy keeps the contractions and adds those of element $Z+1$ on the same nucleus. In the model, the added function has exponent $\zeta_0+1$. The orbital needed has exponent $\zeta_0+d$ with $d=5/16$, which lies between the two. Linear interpolation in the exponent gives

$$\phi_{\zeta_0+d}\approx\phi_{\zeta_0}+d\left(\phi_{\zeta_0+1}-\phi_{\zeta_0}\right)=\tfrac{11}{16}\,\phi_{\zeta_0}+\tfrac5{16}\,\phi_{\zeta_0+1}.$$

The leading interpolation error is $-\tfrac12d(1-d)\,\partial^2\phi/\partial\zeta^2$. Each derivative with respect to $\zeta$ brings a factor of order $1/\zeta$, so the error in the orbital is of order $1/Z^2$. The energy error is quadratic in the orbital error and carries the energy scale $Z^2$, so it is of order $Z^2\cdot Z^{-4}=Z^{-2}$. The original penalty was of order $Z^0$. A variational calculation chooses the two coefficients itself and cannot do worse than this interpolation.

In Be$^{3+}$, adding the boron 1s contraction to the beryllium set lowers the excess from 1.30 to 0.28 eV. One function removes most of the 1s penalty, although not all of it. The interpolation argument was made for single exponentials and does not predict the size of what remains for real contractions.

## The valence electrons contract as well

A molecule has more electrons than this model. Outside a compact core with two 1s electrons, a valence electron sees the core charge $Z-2$. After one core electron has left, it sees $Z-1$. This is also the core charge of element $Z+1$ with its 1s shell full, since $(Z+1)-2=Z-1$. The valence shell therefore contracts towards the shape it has in the next element. The correspondence is approximate: it neglects penetration into the core and the changed exchange with the core electrons.

A valence function contracted for the neutral atom resists this change too. A 1s function alone therefore cannot be expected to complete the Z+1 remedy; the valence shell needs added freedom too. The two parts of the penalty can be separated by a calculation that treats the surviving 1s electron exactly within the field of the others.

Let $\phi$ be its orbital, and let $F_{\text{rest}}$ be the one-electron operator containing the kinetic energy, the nuclei, and the Coulomb and exchange fields of all the other electrons. With the other orbitals fixed,

$$E=E_{\text{rest}}+\langle\phi|F_{\text{rest}}|\phi\rangle .$$

No factor of one half appears, because each interaction between $\phi$ and another electron occurs once. The electron has no interaction with itself, so $F_{\text{rest}}$ does not depend on $\phi$. The best $\phi$ is the lowest eigenvector of $F_{\text{rest}}$ among functions orthogonal to the other occupied orbitals of the same spin. Enlarging the basis can lower this eigenvalue or leave it unchanged, but cannot raise it.

A second-order formula shows what drives the lowering. Let $\phi_1$ be the old orbital, with $e_1=\langle\phi_1|F_{\text{rest}}|\phi_1\rangle$. Let $\phi_a$ be real virtual orbitals in the enlarged basis, chosen to diagonalize $F_{\text{rest}}$ among themselves with energies $e_a$. For the trial orbital $\phi_1+\sum_ac_a\phi_a$, division by its norm gives the energy change

$$\Delta E=\frac{2\sum_ac_aF_{a1}+\sum_ac_a^2(e_a-e_1)}{1+\sum_ac_a^2},\qquad F_{a1}=\langle\phi_a|F_{\text{rest}}|\phi_1\rangle .$$

To second order in small quantities the denominator can be replaced by 1. Minimizing with respect to each coefficient gives $c_a=-F_{a1}/(e_a-e_1)$. Substitution turns the first sum into $-2\sum_aF_{a1}^2/(e_a-e_1)$ and the second into half that size with the opposite sign, so

$$\Delta E\approx-\sum_a\frac{F_{a1}^2}{e_a-e_1}.$$

The 1s level lies below the virtual levels, so every term lowers the energy. In the old basis the couplings vanish at self-consistency. They reappear when the new functions are admitted, and they measure how far the contracted orbital is from the one its field demands.

This guarantee covers one electron in a fixed field. It does not extend to the total energy of the hole state, which is not the lowest state of the ion. The lowering of that total must be observed in the calculation.

## Beryllium 1s ionization of BeH$_2$

The example is linear BeH$_2$ with a chosen Be–H distance of 1.33 Å, the same for both states. The ground state is treated by restricted Hartree–Fock. The hole state is treated by unrestricted Hartree–Fock with the lowest orbital of one spin kept empty, so that the hole cannot fill. Its $\langle S^2\rangle$ in the reference basis is 0.769, close to the value $\tfrac12\cdot\tfrac32=0.75$ of a pure doublet.

The reference is a large uncontracted basis with exponents in geometric progression. It is near the basis-set limit but not at it. The uncontracted cc-pVTZ basis, constructed independently, gives a binding energy within 0.03 eV of it. Errors below are relative to this reference. All entries are in eV; "+ B" means that the contracted boron functions of the same quality are added on beryllium.

| Basis | $-\varepsilon_{1s}$ | $R$ | $B$ | Error of $B$ |
|---|---:|---:|---:|---:|
| cc-pVDZ | 127.34 | 3.81 | 123.53 | 2.55 |
| cc-pVDZ + B 1s | 127.40 | 5.13 | 122.27 | 1.29 |
| cc-pVDZ + B | 127.23 | 6.13 | 121.10 | 0.12 |
| cc-pVDZ uncontracted | 127.26 | 6.11 | 121.15 | 0.17 |
| cc-pVTZ | 127.22 | 5.78 | 121.45 | 0.47 |
| cc-pVTZ + B | 127.22 | 6.18 | 121.03 | 0.05 |
| cc-pVTZ uncontracted | 127.23 | 6.22 | 121.01 | 0.03 |
| Reference | 127.22 | 6.23 | 120.98 | 0 |

The first row has the predicted signature. Its frozen-orbital value is too high by $127.34-127.22=0.12$ eV, while its relaxation energy is too small by $6.23-3.81=2.42$ eV. Together these give an error of about 2.5 eV, nearly all of it missing relaxation.

Uncontracting the cc-pVDZ basis lowers the ground state by 0.067 eV and the hole state by 2.444 eV. The binding energy consequently falls by

$$2.444-0.067=2.377\ \text{eV},$$

which removes 93% of the error. The full boron set removes 95%. For cc-pVTZ the corresponding figures are 94% and 90%.

The lowering of the hole state on uncontraction can now be divided. Opening the larger basis to the surviving 1s electron alone, with all other orbitals fixed, yields 1.13 eV; the second-order formula gives 1.14 eV. The remainder,

$$2.44-1.13=1.31\ \text{eV},$$

belongs to the four valence electrons and their coupling to the 1s electron. The division depends slightly on the order: opening the larger basis to the valence electrons first, with the 1s orbital fixed, yields 1.37 eV and leaves 1.08 eV. In either order the two parts are comparable and each is of the size of the one-exponent estimate, so that the total error is about twice that estimate.

The boron 1s function alone removes 1.26 eV and leaves half of the error in place. In this basis the 1s electron gains only 0.90 eV when the other orbitals are held fixed, so the 1.26 eV includes a sizeable response of the other electrons, and its closeness to the model's 1.33 eV should not be read as a precise confirmation. Most of the rest disappears when the remaining boron functions are added as well, leaving 0.12 eV. A Z+1 correction confined to the 1s shell would be incomplete here. The converse does not hold in this basis: the boron set without its 1s contraction already brings the error down to 0.17 eV. The added functions therefore cannot be assigned one to one to the shells they repair.

The location of the missing functions can also be checked. Uncontracting only the hydrogen functions reduces the error by $2.55-2.43=0.12$ eV, so the main deficiency is on the atom that carries the hole.

Nor is the number of functions decisive. Contracted cc-pVTZ has 58 functions and an error of 0.47 eV, whereas cc-pVDZ with boron functions has 38 and an error of 0.12 eV. The larger contracted set does improve considerably on cc-pVDZ. A plausible reason is that its additional functions lend some freedom to the contracting shells, but the calculations do not isolate this.

## Where the argument stops

The 1.33 eV estimate applies when a basis gives the 1s shell essentially one fixed shape. Extra functions in the core region reduce this penalty by an amount that depends on their exponents. In Be$^{3+}$ the core-valence set cc-pCVDZ leaves 0.20 eV of the 1.30 eV, whereas a single free s function of exponent 3.2 added to cc-pVDZ leaves 1.04 eV. With cc-pCVDZ on beryllium, the error of $B$ in BeH$_2$ is still 1.10 eV. Uncontraction, in turn, can release only what the primitives contain. If they are too few or badly placed, free coefficients will not supply the missing shape, and new exponents are needed.

The valence part has no comparable universal value in this treatment. It depends on how many valence electrons respond and on how much freedom the basis already gives them. The sizes found for BeH$_2$ should therefore not be carried over unchanged to another molecule.

For differences between binding energies of the same element in two molecules, the model's 1s penalty is common to both and cancels. Nothing in the argument makes the valence penalties equal, so a chemical shift computed with a contracted basis may retain part of the error.

A smaller basis error also does not ensure closer agreement with a measured value. The reference value of 120.98 eV is a nonrelativistic Hartree–Fock result at one chosen geometry. Removing the contraction error makes the effects left out of that description visible in their own right, instead of mixing them with a hole state that was denied its orbitals.

## Computed values

```
Model cost of old exponent, 25/512: 0.04883 hartree
Same in eV: 1.329 eV
Quadrature Z=4: zeta = 3.6875 1/bohr, cost = 1.329 eV
Quadrature Z=9: zeta = 8.6875 1/bohr, cost = 1.329 eV
Be3+ energy above exact value, cc-pVDZ functions of Be:
  1s contraction only:        1.611 eV
  all contracted functions:   1.296 eV
  the same plus boron 1s:     0.282 eV
  uncontracted:               0.009 eV
BeH2, Be-H distance 1.33 angstrom; DZ = cc-pVDZ, TZ = cc-pVTZ
n = number of functions; total energies in hartree
basis             n   E(ground)     E(1s hole)
DZ               24  -15.767319  -11.227694
DZ, H uncontr.   28  -15.768447  -11.233211
DZ + B 1s        25  -15.767398  -11.274046
DZ + all B       38  -15.769536  -11.319100
DZ uncontr.      40  -15.769771  -11.317508
TZ               58  -15.771458  -11.308245
TZ + all B       88  -15.772456  -11.324669
TZ uncontr.      75  -15.772094  -11.325104
reference       109  -15.773129  -11.327099
All in eV:       -eps_1s       R        B    error of B
DZ               127.342    3.813  123.529    2.547
DZ, H uncontr.   127.306    3.896  123.410    2.427
DZ + B 1s        127.401    5.131  122.270    1.288
DZ + all B       127.234    6.132  121.103    0.120
DZ uncontr.      127.264    6.112  121.152    0.170
TZ               127.225    5.775  121.450    0.468
TZ + all B       127.216    6.185  121.030    0.048
TZ uncontr.      127.229    6.220  121.009    0.026
reference        127.216    6.233  120.983    0.000
Error removed, DZ + all B: 95.3 percent
Error removed, DZ uncontr.: 93.3 percent
Error removed, TZ + all B: 89.8 percent
Error removed, TZ uncontr.: 94.4 percent
Error removed by boron 1s alone: 1.259 eV, 49.4 percent
<S^2> of reference hole state: 0.7692 (hbar^2)
Lowering on uncontracting DZ, ground state: 0.067 eV
Lowering on uncontracting DZ, hole state:   2.444 eV
Division of the hole-state lowering:
  surviving 1s electron alone:     1.133 eV
  its second-order estimate:       1.138 eV
  valence electrons and coupling:  1.311 eV
```
